# Remote-Band Luttinger Parameters When the Conduction Band Is Treated Explicitly, part 2

An eight-band matrix keeps the conduction state $S$ explicitly, so the contribution of $S$ must be removed from the Luttinger parameters in its valence block. This part treats that subtraction with spin, then InAs and InSb. The algebra uses atomic units.

The valence triplet $X, Y, Z$ ($\Gamma_{15v}$, energy $E_v$) couples to $S$ by $P = \langle X | p_x | S \rangle$, and $E_P = 2P^2$. All other levels are remote. The orbital valence matrix $h$ has $h_{XX} = \tfrac12 [ L k_x^2 + M (k_y^2 + k_z^2) ]$ and $h_{XY} = \tfrac12 N k_x k_y$, with cyclic permutations. The Luttinger parameters are $\gamma_1 = -(L + 2M)/3$, $\gamma_2 = -(L - M)/6$ and $\gamma_3 = -N/6$. Primes denote values with $S$ left out of the sums over states; the free-electron term gives 1 in both $L'$ and $M'$.

Theorem 1, without spin and with $S$ at the orbital gap $E_0$ above $E_v$, states

$$
\gamma_1' = \gamma_1 - \frac{E_P}{3 E_0} , \qquad \gamma_2' = \gamma_2 - \frac{E_P}{6 E_0} , \qquad \gamma_3' = \gamma_3 - \frac{E_P}{6 E_0} .
$$

The next conduction triplet, $\Gamma_{15c}$, contributes to $\gamma_1, \gamma_2, \gamma_3$ in the ratio $4 : -1 : 1$.

Spin-orbit coupling splits the valence level into a quartet ($J = 3/2$) at $+\Delta/3$ and a split-off doublet ($J = 1/2$) at $-2\Delta/3$. The energy zero is now the quartet, and $E_g$ is the energy of $S$ above it. Three approximations are made for the remote levels: their own spin-orbit splitting is neglected, their spin-orbit coupling to the valence triplet is neglected, and their denominators use the unsplit $E_v$. The coupling linear in $k$ is taken as $\mathbf k \cdot \mathbf p$ alone.

The proof below is of this statement:

### Lemma 4: the quartet

For $k$ so small that the energies in $h$ are much less than $\Delta$, the quartet splits into two doubly degenerate bands,

$$
E_\pm = - \tfrac12 \left[ \gamma_1 k^2 \mp \sqrt{ 4 \gamma_2^2 k^4 + 12 ( \gamma_3^2 - \gamma_2^2 ) w } \, \right] , \qquad w = k_x^2 k_y^2 + k_y^2 k_z^2 + k_z^2 k_x^2 .
$$

**Proof.** The quartet states with $J_z = 3/2, 1/2, -1/2, -3/2$ are

$$
- \frac{X + iY}{\sqrt2} \uparrow , \qquad \sqrt{\tfrac23} \, Z \uparrow - \frac{X + iY}{\sqrt6} \downarrow ,
$$

$$
\sqrt{\tfrac23} \, Z \downarrow + \frac{X - iY}{\sqrt6} \uparrow , \qquad \frac{X - iY}{\sqrt2} \downarrow .
$$

Since $h$ does not act on spin, parts with equal spin combine. The diagonal elements are

$$
d_1 = \frac{h_{XX} + h_{YY}}{2} , \qquad d_2 = \frac{2 h_{ZZ}}{3} + \frac{h_{XX} + h_{YY}}{6} ,
$$

for $|J_z| = 3/2$ and $1/2$. The element between $3/2$ and $1/2$ is

$$
\beta = - \frac{1}{\sqrt3} ( h_{XZ} - i h_{YZ} ) ,
$$

and the element between $3/2$ and $-1/2$ is

$$
\eta = - \frac{1}{2\sqrt3} ( h_{XX} - h_{YY} - 2 i h_{XY} ) .
$$

The element between $1/2$ and $-1/2$ has one part from each spin, $\tfrac13 (h_{ZX} - i h_{ZY})$ and $- \tfrac13 (h_{XZ} - i h_{YZ})$, which cancel. The element between $3/2$ and $-3/2$ vanishes because the spins differ. The same arithmetic gives $\eta$ between $1/2$ and $-3/2$, and $-\beta$ between $-1/2$ and $-3/2$.

Let $d_0 = (d_1 + d_2)/2$ and $\epsilon = (d_1 - d_2)/2$. The matrix is $d_0$ plus

$$
W = \begin{pmatrix} \epsilon & \beta & \eta & 0 \\ \beta^* & -\epsilon & 0 & \eta \\ \eta^* & 0 & -\epsilon & -\beta \\ 0 & \eta^* & -\beta^* & \epsilon \end{pmatrix} .
$$

In $W^2$ the off-diagonal elements cancel in pairs. For example, the first row times the second column is $\epsilon\beta - \beta\epsilon$, and times the fourth column it is $\beta\eta - \eta\beta$. Every diagonal element is $R^2 = \epsilon^2 + |\beta|^2 + |\eta|^2$. As $W$ has zero trace, its eigenvalues are $+R$ and $-R$, each twice.

It remains to insert $h$. The mean is

$$
d_0 = \frac{h_{XX} + h_{YY} + h_{ZZ}}{3} = \frac{(L + 2M) k^2}{6} = - \frac{\gamma_1 k^2}{2} .
$$

With $L - M = -6\gamma_2$ and $N = -6\gamma_3$,

$$
\epsilon = \frac{h_{XX} + h_{YY} - 2 h_{ZZ}}{6} = - \frac{\gamma_2}{2} ( k_x^2 + k_y^2 - 2 k_z^2 ) ,
$$

$$
|\beta|^2 = \frac{N^2}{12} k_z^2 ( k_x^2 + k_y^2 ) = 3 \gamma_3^2 k_z^2 ( k_x^2 + k_y^2 ) ,
$$

$$
|\eta|^2 = \frac{(L-M)^2 (k_x^2 - k_y^2)^2}{48} + \frac{N^2 k_x^2 k_y^2}{12} = \tfrac34 \gamma_2^2 ( k_x^2 - k_y^2 )^2 + 3 \gamma_3^2 k_x^2 k_y^2 .
$$

The terms in $\gamma_3^2$ add up to $3 \gamma_3^2 w$. Expanding the squares in the terms with $\gamma_2^2$ gives

$$
\tfrac14 ( k_x^2 + k_y^2 - 2 k_z^2 )^2 + \tfrac34 ( k_x^2 - k_y^2 )^2 = k_x^4 + k_y^4 + k_z^4 - w = k^4 - 3 w .
$$

Therefore $R^2 = \gamma_2^2 k^4 + 3 ( \gamma_3^2 - \gamma_2^2 ) w$. The energies $d_0 \pm R$ are those stated. The matrix $h$ also connects the quartet to the split-off doublet, but that shifts the energies only by terms of order $k^4/\Delta$. $\square$

If $R > 0$ and both bands curve downward, the upper band $E_+$ is the heavy-hole band. Along $[001]$ one has $w = 0$. If $\gamma_2 > 0$, the inverse masses of the heavy and light holes are $\gamma_1 - 2\gamma_2$ and $\gamma_1 + 2\gamma_2$.

### Theorem 2: replacement rule with spin

Under the three approximations for the remote levels, and for $E_g \neq 0$, consider the eight-band matrix in which $S, X, Y, Z$ appear with both spins. To order $k^2$, the $4 \times 4$ quartet matrix derived from it has the parameters $\gamma_1, \gamma_2, \gamma_3$ if and only if the valence block of the eight-band matrix contains

$$
\gamma_1' = \gamma_1 - \frac{E_P}{3 E_g} , \qquad \gamma_2' = \gamma_2 - \frac{E_P}{6 E_g} , \qquad \gamma_3' = \gamma_3 - \frac{E_P}{6 E_g} .
$$

**Proof.** The momentum operator does not act on spin. Eliminating $S$ at energy $E_g$ therefore adds $-P^2 k_i k_j / E_g$ for each spin, and this is then projected on the quartet. It is an orbital matrix of the form $h$ with $L_S = N_S = -E_P/E_g$ and $M_S = 0$. The matrix elements in Lemma 4 are linear in $h$, so the Luttinger parameters of the two parts add. The part from $S$ is $E_P/(3E_g)$, $E_P/(6E_g)$, $E_P/(6E_g)$, by the arithmetic of Theorem 1. Since the $4 \times 4$ matrix determines its three parameters uniquely, the valence block must contain the difference. $\square$

The matrix is needed for this uniqueness. The energies of Lemma 4 contain $\gamma_2$ and $\gamma_3$ only as squares, so they do not fix the signs.

The relevant gap is the one measured from the quartet. Neither the orbital gap $E_0$ nor an average over the split levels may be used in its place.

### Consequences

**Heavy holes.** Along $[001]$ the conduction parts cancel:

$$
\gamma_1 - 2\gamma_2 = \gamma_1' - 2\gamma_2' + \frac{E_P}{3E_g} - \frac{2 E_P}{6 E_g} = \gamma_1' - 2\gamma_2' .
$$

The heavy hole has its orbital perpendicular to $\mathbf k$, and $S$ does not couple to it. Its mass is decided by the remote levels and the free-electron term. If the sums over remote levels were dropped altogether, then $M' = 1$ and this inverse mass would be $-1$: the band would bend upward like that of a free electron. The small remainders cannot be ignored.

**Light holes.** The same sum with a plus sign gives $\gamma_1' + 2\gamma_2' + 2E_P/(3E_g)$. If the full parameters are wrongly placed in the eight-band matrix, the last term is counted twice.

**Split-off band.** The doublet state $[ Z \uparrow + (X + iY) \downarrow ]/\sqrt3$ has the expectation value $(h_{XX} + h_{YY} + h_{ZZ})/3$. Its partner has the same value, and the element between the two cancels as in Lemma 4. The doublet therefore sees only the parameter of type $\gamma_1$. Its distance from $S$ is $E_g + \Delta$, so its inverse mass is

$$
\gamma_1' + \frac{E_P}{3 ( E_g + \Delta )} ,
$$

which differs from $\gamma_1$. Under the three approximations for the remote levels, one remote parameter serves both levels, while the full parameter does not.

**Inverted order.** If $S$ lies below the quartet, $E_g$ is negative and the replacement rule still holds, but the conduction parts of $\gamma_1, \gamma_2, \gamma_3$ change sign. The conduction part of the split-off inverse mass keeps its sign as long as $E_g + \Delta > 0$. At $E_g = 0$ the expansion in $k^2$ fails, while the matrix that keeps $S$ remains usable.

### Remote remainders from a band calculation

The remainders can be calculated directly as sums over states. For this purpose InAs and InSb are treated with the local empirical pseudopotential method, using Cohen–Bergstresser form factors and 137 plane waves. The lattice constants are 6.04 and 6.48 angstrom. The form factors, which are fitted inputs and not results, are listed in the numerical output. This method has no spin-orbit coupling and no nonlocal potential, and it treats electron interactions only through the fitted potential.

The calculated coupling energies are $E_P = 14.7$ eV for InAs and $13.0$ eV for InSb. The sums over remote levels give:

| Part | InAs: $\gamma_1', \gamma_2', \gamma_3'$ | InSb: $\gamma_1', \gamma_2', \gamma_3'$ |
|---|---|---|
| free electron | −1, 0, 0 | −1, 0, 0 |
| $\Gamma_{15c}$ | 1.79, −0.45, 0.45 | 1.75, −0.44, 0.44 |
| other levels | 0.49, 0.21, −0.19 | 0.48, 0.21, −0.19 |
| sum | 1.27, −0.24, 0.26 | 1.23, −0.23, 0.25 |

The triplet $\Gamma_{15c}$, about 4.5 eV above the valence level in InAs and 4.0 eV in InSb, contributes in the ratio $4 : -1 : 1$ derived in the first half. It makes $\gamma_2'$ negative in both materials. The two sets of remainders are nearly equal, although the conduction parts found below differ strongly.

Theorem 1 was tested without using these sums. The plane-wave Hamiltonian was diagonalized at small $k$ along $[100]$ and $[111]$, and the full parameters were read from the curvatures. For InAs the model's own orbital gap is 0.4655 eV, and the first parameter is

$$
\gamma_1' = 11.805 - \frac{14.709}{3 \times 0.4655} = 11.805 - 10.533 = 1.272 ,
$$

in agreement with the direct sum. Over all three parameters and both materials, the largest difference is about $10^{-7}$.

The orbital gap of InSb, 0.544 eV, comes out larger than that of InAs. These gaps are measured from the unsplit triplet. Spin-orbit coupling raises the quartet by $\Delta/3$, which is much more in InSb, so they should not be compared with gaps from the quartet.

### Full parameters with spin

For the split bands, take the measured sizes $E_g \approx 0.42$ eV and $\Delta \approx 0.39$ eV for InAs, and $E_g \approx 0.24$ eV and $\Delta \approx 0.81$ eV for InSb, as rough inputs. The conduction parts of $\gamma_1$ are

$$
\frac{14.709}{3 \times 0.42} = 11.67 , \qquad \frac{12.964}{3 \times 0.24} = 18.01 ,
$$

and those of $\gamma_2$ and $\gamma_3$ are half as large. Adding the remainders gives full parameters of about $12.9, 5.6, 6.1$ for InAs and $19.2, 8.8, 9.3$ for InSb. The remainder is 10 percent of $\gamma_1$ in InAs and 6 percent in InSb. For $\gamma_2$ and $\gamma_3$ its magnitude is 3 to 4 percent. In this sense the remainders are small, though $\gamma_1'$ is larger than one.

These full values mix a calculated $E_P$ with rough gaps and are not predictions of experiment. The electron mass $m_c$ at the conduction edge gives a rough comparison. Without remote levels it obeys

$$
\frac{1}{m_c} = 1 + \frac{E_P}{3} \left( \frac{2}{E_g} + \frac{1}{E_g + \Delta} \right) .
$$

With $m_c \approx 0.026$ for InAs and $0.0135$ for InSb as further rough inputs, this requires $E_P$ of about 19 and 24 eV. By this estimate the local model makes the conduction part too small.

The eight-band matrix with these remainders was diagonalized at small $k$ along $[123]$, where all three parameters matter. Its quartet energies passed the test against Lemma 4 with the full parameters of Theorem 2. The heavy-hole and split-off formulas were tested in the same way. Along $[001]$ the inverse masses, in units of the inverse electron mass, are:

| Band | InAs | InSb |
|---|---|---|
| heavy hole | 1.75 | 1.69 |
| light hole | 24.1 | 36.8 |
| light hole, counted twice | 47.5 | 72.8 |
| split-off | 7.3 | 5.3 |

For InAs the light-hole value is $1.27 - 0.48 + 2 \times 11.67 = 24.1$. Putting the full parameters into the eight-band matrix adds another $23.3$ and nearly doubles it. The heavy-hole values are close to each other because they contain only the remainders, which are nearly equal for the two materials in this model. They are not the values of the real crystals: commonly tabulated Luttinger parameters give $\gamma_1 - 2\gamma_2$ of roughly 3.0 for InAs and 3.8 for InSb, about twice as large.

### How well a subtraction determines the remainder

In practice $\gamma_1'$ is often wanted from given values of $\gamma_1$, $E_P$ and $E_g$. For small errors, differentiating the rule gives

$$
\delta\gamma_1' = \delta\gamma_1 - \frac{E_P}{3E_g} \left( \frac{\delta E_P}{E_P} - \frac{\delta E_g}{E_g} \right) .
$$

The relative errors are multiplied by the large conduction part, while the result is small. Suppose the gap is taken 5 percent too high and the other inputs are kept. The conduction part shrinks by the fraction $1 - 1/1.05 = 0.048$. In InAs this raises $\gamma_1'$ by 0.56, or 44 percent of its value, and raises $\gamma_2'$ by 0.28, which turns it from $-0.24$ to $+0.04$. In InSb the shifts are 0.86 and 0.43, and the first is 70 percent of $\gamma_1'$.

The shifts are correlated. The shift of $\gamma_1'$ is twice that of $\gamma_2'$, so $\gamma_1' - 2\gamma_2'$ does not change and the heavy-hole mass along $[001]$ is safe. The remainders should therefore be used together with the same $E_P$ and $E_g$ that produced them. The eight-band matrix then returns the given $\gamma_1, \gamma_2, \gamma_3$ at $k = 0$, even if the individual remainders are poor. Taking the remainders from one set of values and the gap from another destroys this compensation.

### Accuracy of the remote approximation

A direct sum avoids the cancellation but has errors of its own. Enlarging the basis to 331 plane waves changes the remainders by less than 0.001, so for them the basis is not the limit. Other numbers quoted for 137 plane waves move more: the orbital gap of InAs goes from 0.4655 to 0.4671 eV and its full $\gamma_1$ from 11.805 to 11.770, the orbital gap of InSb goes from 0.544 to 0.545 eV, and the $\Gamma_{15c}$ entry 1.79 becomes 1.78.

A larger effect comes from the position of the quartet. It lies $\Delta/3$ above the unsplit valence level used in the denominators. Measuring the remote energies from the quartet instead raises $\gamma_1'$ by 0.06 in InAs and by 0.15 in InSb, which is 5 and 12 percent of the remainder. The sign is that expected from the levels above, whose distance from the valence edge becomes smaller. The splitting of the remote levels and their spin-orbit coupling to the valence triplet have the same physical origin and are not included here. The decimals of the tabulated remainders thus specify the model and do not measure its accuracy for the real crystals. The comparison of heavy-hole masses above indicates that the model's error in the remainders can be far larger than these shifts.

The eight-band matrix has a limited range as well. Its remote terms were evaluated at the valence energy, so the energies studied must stay close to the band edges compared with the distance to the remote levels, here about 4 eV for $\Gamma_{15c}$. Within that range, keeping $S$ explicitly removes the much stricter condition $P^2 k^2 \ll E_g^2$, which is the reason for introducing the primed parameters.

## Values computed for the example and the checks

```
InAs: lattice constant = 6.04 angstrom
  symmetric form factors 3,8,11 = -2.993, 0.000, 0.680 eV
  antisymmetric form factors 3,4,11 = 1.088, 0.680, 0.408 eV
  plane waves = 137, check = 331 (count)
  spin-free model gap = 0.4655 eV
  Ep = 14.709 eV
  Gamma15c above Gamma15v = 4.501 eV
  full g1,g2,g3 at model gap = 11.805, 5.027, 5.528 (no unit)
  REMOTE g1,g2,g3 = 1.272, -0.239, 0.261 (no unit)
  free-electron part = -1.000, -0.000, -0.000 (no unit)
  Gamma15c part = 1.785, -0.446, 0.446 (no unit)
  other remote levels = 0.486, 0.207, -0.185 (no unit)
  subtraction minus direct sum, max = 1.0e-07 (no unit)
  basis change in remainder, max = 8.4e-04 (no unit)
  rough input Eg, Delta = 0.42, 0.39 eV
  conduction part at rough Eg = 11.674, 5.837, 5.837 (no unit)
  full g1,g2,g3 at rough Eg = 12.945, 5.597, 6.098 (no unit)
  [001] heavy, light inverse masses = 1.751, 24.140 (1/m_e)
  light inverse mass, double counted = 47.486 (1/m_e)
  split-off inverse mass = 7.325 (1/m_e)
  remainder shift for Eg 5% high = 0.556, 0.278, 0.278 (no unit)
  remote g1 change from Delta/3 = 0.063 (no unit)
InSb: lattice constant = 6.48 angstrom
  symmetric form factors 3,8,11 = -2.721, 0.000, 0.544 eV
  antisymmetric form factors 3,4,11 = 0.816, 0.680, 0.136 eV
  plane waves = 137, check = 331 (count)
  spin-free model gap = 0.5441 eV
  Ep = 12.964 eV
  Gamma15c above Gamma15v = 4.002 eV
  full g1,g2,g3 at model gap = 9.170, 3.743, 4.221 (no unit)
  REMOTE g1,g2,g3 = 1.228, -0.229, 0.250 (no unit)
  free-electron part = -1.000, -0.000, -0.000 (no unit)
  Gamma15c part = 1.749, -0.437, 0.437 (no unit)
  other remote levels = 0.479, 0.208, -0.188 (no unit)
  subtraction minus direct sum, max = 3.1e-08 (no unit)
  basis change in remainder, max = 4.4e-04 (no unit)
  rough input Eg, Delta = 0.24, 0.81 eV
  conduction part at rough Eg = 18.005, 9.003, 9.003 (no unit)
  full g1,g2,g3 at rough Eg = 19.233, 8.774, 9.252 (no unit)
  [001] heavy, light inverse masses = 1.685, 36.780 (1/m_e)
  light inverse mass, double counted = 72.789 (1/m_e)
  split-off inverse mass = 5.343 (1/m_e)
  remainder shift for Eg 5% high = 0.857, 0.429, 0.429 (no unit)
  remote g1 change from Delta/3 = 0.151 (no unit)
```
